# Beyer–Swinehart counting of vibrational states and its thermal verification

## Result

Let a molecule have $s$ independent harmonic modes with wavenumbers $w_i$. Energies are expressed as wavenumbers and measured from the zero-point level. Choose a bin width $d$ and integers $n_i=w_i/d$, set $g_0=1$ and $g_m=0$ for $1\le m\le M$, and carry out

```
for each mode i:
    for m = n_i, n_i + 1, ..., M:
        g[m] = g[m] + g[m - n_i]
```

Then $g_m$ is the number of vibrational states with energy $E_m=md$, and $\rho(E_m)=g_m/d$ is the density of states averaged over one bin. With $\beta=1/kT$ and $k$ in cm$^{-1}$/K, the counts satisfy

$$\sum_{m=0}^{\infty} g_m e^{-\beta E_m}=q(\beta)=\prod_{i=1}^{s}\frac{1}{1-e^{-\beta w_i}} .\tag{1}$$

Degenerate modes enter once per member. Rotation, electronic excitation and coupling between modes are left out. Equation (1) offers a check on a computed density, but at the temperature of a deposition process the states from which a precursor decomposes carry only about $10^{-9}$ of the sum, so the check sees them only if it is held to a relative tolerance well below that. The error analysis below makes that statement quantitative and supplies sharper checks.

## Why the recursion counts correctly

A state is a list of occupation numbers $v_i=0,1,2,\dots$ with $\sum_i v_in_i=m$. Suppose some modes have been treated, with counts $g^{\rm old}_m$, and a mode with step $n$ is added. The states in bin $m$ fall into two classes. Those with $v=0$ in the new mode number $g^{\rm old}_m$. Those with $v\ge1$ become, on removal of one quantum, the states of the enlarged system in bin $m-n$, each reached once. Hence

$$g^{\rm new}_m=g^{\rm old}_m+g^{\rm new}_{m-n},\tag{2}$$

where the last term is absent for $m<n$. The upward loop carries this out in place: when bin $m$ is reached, the lower bin $m-n$ already holds its new value. With no modes there is one state, at zero energy, which is the starting array. Induction over the modes completes the proof. Bin $m$ draws on lower bins alone, so the finite length $M$ causes no error in the counts that are kept.

Multiplying (2) by $x^m$ and summing, with $G(x)=\sum_m g_mx^m$, gives

$$G^{\rm new}=G^{\rm old}+x^nG^{\rm new}
\;\Rightarrow\; G^{\rm new}=\frac{G^{\rm old}}{1-x^n}
\;\Rightarrow\; G(x)=\prod_{i=1}^{s}\frac1{1-x^{n_i}}.\tag{3}$$

The series converges for $|x|<1$. Setting $x=e^{-\beta d}$ turns $x^{n_i}$ into $e^{-\beta w_i}$ and (3) into (1).

The loop for mode $i$ makes $M-n_i+1$ additions, so the cost grows linearly with energy. The number of states grows much faster. Each list $(v_1,\dots,v_s)$ can be assigned a unit cube, and at high energy the number of lists with $\sum v_iw_i\le E$ approaches the volume of a simplex, $E^s/(s!\prod_i w_i)$.

## A model precursor

The example has nine modes, as a nonlinear five-atom molecule must: four stretches at 2200 cm$^{-1}$, two bends at 950 cm$^{-1}$ and three bends at 900 cm$^{-1}$. The decomposition threshold is $E_0=20000$ cm$^{-1}$ (2.480 eV) and the process temperature is 900 K, where $kT=625.53$ cm$^{-1}$ and $E_0/kT=31.97$. These are round parameters in the rough regime of silane.

The width $d=50$ cm$^{-1}$ divides all three wavenumbers, giving steps 44, 19 and 18. The lowest bins can be checked by hand. At 900 cm$^{-1}$ there are 3 states, one quantum in any of three bends. At 1800 cm$^{-1}$ there are 6: three with both quanta in one bend and three with the quanta in different bends. At 1850 cm$^{-1}$ there are $3\times2=6$.

Up to the threshold $M=400$, and the steps add up to $4(44)+2(19)+3(18)=268$. The number of additions is therefore $9\times401-268=3341$. A direct listing of every state up to $E_0$ produces 1122467 states. As a test, these were sorted into bins, and every bin agreed with the recursion. The bin at $E_0$ holds 19691 states, so

$$\rho(E_0)=\frac{19691}{50\ \mathrm{cm^{-1}}}=393.8\ \text{states per cm}^{-1}.$$

**Classical limit.** For $\beta w_i\ll1$, $q\approx\prod_i(\beta w_i)^{-1}$. Since $\int_0^\infty E^{s-1}e^{-\beta E}dE=(s-1)!\,\beta^{-s}$, the corresponding density is $E^{s-1}/[(s-1)!\prod_i w_i]$. At $E_0$ this gives 41 per cm$^{-1}$, too low by nearly a factor of ten. A better form follows from

$$\frac1{1-e^{-y}}=\frac{e^{y/2}}{2\sinh(y/2)}\approx\frac{e^{y/2}}{y}\Bigl(1-\frac{y^2}{24}\Bigr),\qquad y=\beta w .$$

Keeping the factor $e^{y/2}$ for every mode multiplies $q$ by $e^{\beta E_z}$, with the zero-point energy $E_z=\frac12\sum_iw_i=6700$ cm$^{-1}$. This replaces $E$ by $E+E_z$ in the density. The result is larger by $(26700/20000)^8=10.1$, or 416 per cm$^{-1}$, about 6% above the count in this bin and 8% above the density averaged over neighbouring bins, 384 per cm$^{-1}$.

## What the Boltzmann sum can see

The share of the sum in (1) that comes from states at or above threshold is

$$f(T)=\frac1q\sum_{E_m\ge E_0}g_me^{-\beta E_m}.\tag{4}$$

If all those counts were wrongly set to zero, the sum would fall by the relative amount $f$. At 900 K, $f=9.58\times10^{-10}$. Agreement with $q=4.16720$ to six digits thus says almost nothing about the states that can decompose: it would survive if their counts were zero or a hundred times too large, and only an excess of about a thousandfold would reach the sixth digit. A relative tolerance of $10^{-11}$, which double precision allows, would expose an overall error of more than about 1% in those counts. At 300 K, $f=2\times10^{-37}$, far below double-precision rounding, and the Boltzmann sum cannot reveal such an error at all.

The remedy is to use a temperature at which the weight lies where the counts matter. From (1), for one mode,

$$-\frac{\partial}{\partial\beta}\bigl[-\ln(1-e^{-\beta w})\bigr]=\frac{w\,e^{-\beta w}}{1-e^{-\beta w}}=wN,\qquad N=\frac1{e^{\beta w}-1},$$

so the mean energy is $\langle E\rangle=\sum_iw_iN_i$. At 900 K it is 1642 cm$^{-1}$, far below threshold. Requiring $\langle E\rangle=E_0$ defines $T^*$, here 4161 K with $kT^*=2891.7$ cm$^{-1}$. This is a parameter of the check, not a temperature at which the precursor is used. At $T^*$, 45.5% of the sum comes from states at or above $E_0$. With the grid extended to 200000 cm$^{-1}$, the sum and the product both give 8278.292. Tests at 300 K, 900 K and $T^*$ found relative differences below $10^{-11}$.

**A fault that passes at low temperature.** Suppose the inner loop runs downward. Bin $m-n$ then still holds its old value, (2) becomes $g^{\rm new}_m=g^{\rm old}_m+g^{\rm old}_{m-n}$, and each mode contributes $1+x^n$ in place of $1/(1-x^n)$. No mode can hold more than one quantum. The ratio of faulty to correct sum is

$$\prod_i(1+e^{-\beta w_i})(1-e^{-\beta w_i})=\prod_i(1-e^{-2\beta w_i}).$$

At 300 K the faulty sum is low by just 0.0755%, which a loose tolerance would accept. At 900 K it is low by 24.1%. Its highest state lies at $\sum_iw_i=13400$ cm$^{-1}$, so the density it assigns to the threshold is zero.

## Truncation error

A check at high temperature needs a long array. Let $E_c$ be the first omitted energy and take any $\beta'<\beta$. For $E\ge E_c$,

$$e^{-\beta E}=e^{-(\beta-\beta')E}e^{-\beta'E}\le e^{-(\beta-\beta')E_c}e^{-\beta'E}.$$

Summing over the omitted states, and then extending the sum on the right to all states, bounds the missing share:

$$\frac1{q(\beta)}\sum_{E_m\ge E_c}g_me^{-\beta E_m}\le e^{-(\beta-\beta')E_c}\,\frac{q(\beta')}{q(\beta)}.\tag{5}$$

The logarithm of the right side has the derivative $E_c-\langle E\rangle_{\beta'}$ with respect to $\beta'$. Its second derivative is the energy variance, which is positive. The tightest bound therefore belongs to the temperature whose mean energy is $E_c$. The condition $\beta'<\beta$ requires $E_c$ to exceed the mean energy at the temperature being checked.

For an array ending at 60000 cm$^{-1}$ and used at $T^*$, $E_c=60050$ cm$^{-1}$. The missing share is $3.1\times10^{-4}$ and the bound is $4.1\times10^{-3}$. The bound is safe but thirteen times too large, so it serves to choose the array length and not to correct the sum.

## Rounding error

If $d$ does not divide the wavenumbers, the recursion counts the states of a slightly different molecule, with $w_i$ replaced by $w_i+\Delta_i=n_id$. For one mode,

$$\frac{\partial\ln q}{\partial w}=-\beta N,\qquad
\frac{\partial^2\ln q}{\partial w^2}=-\beta\frac{\partial N}{\partial w}=\frac{\beta^2e^{\beta w}}{(e^{\beta w}-1)^2}=\beta^2N(N+1).$$

Taylor's theorem then gives

$$\delta\ln q=-\beta\sum_i\Delta_iN_i+R,\qquad
0\le R\le\frac{\beta^2}2\sum_i\Delta_i^2\,\widetilde N_i(\widetilde N_i+1),\tag{6}$$

where $\widetilde N_i$ is evaluated at the smaller of $w_i$ and $w_i+\Delta_i$, because $N$ decreases with $w$. Errors of opposite sign can cancel in the first term but not in $R$.

With $d=70$ cm$^{-1}$ the modes move from 900 to 910, from 950 to 980 and from 2200 to 2170 cm$^{-1}$. At 900 K the occupations are 0.311, 0.280 and 0.0306, so the first-order change is

$$-\frac{3(10)(0.311)+2(30)(0.280)-4(30)(0.0306)}{625.53}=-0.036 .$$

The counted change is $-0.03483$. It exceeds the more precise first-order value, $-0.03594$, by 0.00111, within the bound of 0.00113. The activated fraction on this grid, normalised by the sum on the same grid, is 0.971 of its value on the 50 cm$^{-1}$ grid. That figure also contains a shift of the threshold, since the first coarse bin at or above $E_0$ lies at $286\times70=20020$ cm$^{-1}$. Averaged over thresholds between 19000 and 21000 cm$^{-1}$ the ratio is 0.99, so most of the 3% comes from where the bins fall relative to $E_0$.

A finer grid reduces the rounding but does not by itself give a smoother density. On a 10 cm$^{-1}$ grid the present wavenumbers are all multiples of five bins, so four bins out of five stay empty. Sums such as (4) are unaffected, but a single value $g_m/d$ is then either zero or five times too large as a local average.

## Checking individual counts

One Boltzmann sum tests one weighted combination of the counts. Complex temperatures test them separately. Put $r=e^{-\beta d}$ and $\theta_k=2\pi k/L$ with $k=0,\dots,L-1$. From $G(x)=\sum_jg_jx^j$,

$$\frac1L\sum_{k=0}^{L-1}G(re^{i\theta_k})e^{-im\theta_k}
=\sum_jg_jr^j\,\frac1L\sum_{k=0}^{L-1}e^{2\pi ik(j-m)/L}.$$

The inner average is 1 if $j-m$ is a multiple of $L$. Otherwise it is a geometric sum equal to zero. Dividing by $r^m$ leaves, for $0\le m<L$,

$$\frac{r^{-m}}L\sum_{k=0}^{L-1}G(re^{i\theta_k})e^{-im\theta_k}=g_m+g_{m+L}r^L+g_{m+2L}r^{2L}+\cdots.\tag{7}$$

The left side uses the analytic product alone. With $\beta=1/kT^*$ and $L=4001$, $r^L=e^{-69.2}\approx10^{-30}$, which suppresses the unwanted terms because the counts grow as a power of energy. The price is that floating-point errors are multiplied by $r^{-m}=e^{E_m/kT^*}$, about $10^6$ at 40000 cm$^{-1}$. In a test up to that energy every recovered value lay within 0.01 of the recursion's count, and rounding to the nearest integer reproduced all of them.

**Steepest descent.** Letting $L\to\infty$ turns the sum into an integral over $\theta$. Write $\theta=\tau d$, so that $re^{i\theta}=e^{-(\beta-i\tau)d}$. With $\sigma^2=\partial^2\ln q/\partial\beta^2=\sum_iw_i^2N_i(N_i+1)$, expansion to second order in $\tau$ gives

$$\ln q(\beta-i\tau)\approx\ln q(\beta)+i\tau\langle E\rangle-\tfrac12\tau^2\sigma^2 .$$

The factor $e^{-im\theta}=e^{-i\tau E}$ cancels the linear term if $\langle E\rangle=E$. The remaining Gaussian integral is $\int e^{-\tau^2\sigma^2/2}d\tau=\sqrt{2\pi}/\sigma$, and

$$\rho(E)=\frac{g_m}d\approx\frac1{2\pi}\,q\,e^{\beta E}\,\frac{\sqrt{2\pi}}\sigma=\frac{q(\beta)\,e^{\beta E}}{\sqrt{2\pi\sigma^2}}.\tag{8}$$

At $E_0$ this gives 388.9 per cm$^{-1}$, 1.2% below the count. For $s$ classical modes (8) replaces $s!$ by Stirling's $\sqrt{2\pi s}\,(s/e)^s$ and so overestimates the density, by 0.9% for $s=9$. The deviation in the single bin at $E_0$ has the opposite sign because the counts vary from bin to bin, which (8) smooths away: between 19800 and 20200 cm$^{-1}$ the ratio of count to (8) runs from 0.90 to 1.05. Averaged over neighbouring bins the ratio is 0.988, a mean density of 384 per cm$^{-1}$, so (8) overestimates the mean by 1.2%, with the expected sign.

## The activated fraction

The fraction $f$ has a direct kinetic meaning in one limit. Suppose every collision restores the Boltzmann distribution, and the pressure is so low that each molecule raised above $E_0$ reacts before its next collision. The rate constant is then the collision frequency times $f$. At higher pressure one also needs the energy-dependent reaction rate, and with it a model of the transition state. By itself $f$ is not a rate constant.

Its size can be understood from the density at threshold. With $\rho$ constant above $E_0$,

$$f\approx\frac{\rho(E_0)\,kT\,e^{-E_0/kT}}q=\frac{393.8\times625.53\times1.30\times10^{-14}}{4.167}=7.7\times10^{-10}.$$

But $\rho$ rises. In (8) the derivative of $\ln q+\beta E$ along $\langle E\rangle=E$ is $\beta$, because the terms from the change of $\beta$ cancel. Neglecting the variation of $\sigma$, $\rho$ grows near $E_0$ as $e^{E/kT^*}$; the slope of $\ln\rho$ in the counts is about 11% smaller, near $1/(3250\ \mathrm{cm^{-1}})$. The integral over energy then gains a factor $1/(1-T/T^*)=1.28$, which gives $9.8\times10^{-10}$. The counted value is $9.58\times10^{-10}$. The closeness is partly a cancellation: with the mean density 384 per cm$^{-1}$ and the smaller slope (factor 1.24) the estimate is $9.27\times10^{-10}$, and counting the whole bin at $E_0$, which lowers the effective threshold by half a bin, multiplies this by 1.033.

An independent test obtains $f$ as one minus the share below threshold, normalised by the analytic $q$. About nine digits cancel, yet in double precision some seven remain, and the result agrees to the five digits compared, $9.5821\times10^{-10}$.

## What the harmonic model leaves out

**Anharmonic stretches.** Replace each stretch by the Morse-type levels $2200v-35v(v-1)$ cm$^{-1}$, keeping the fundamental, the bends and $E_0$ fixed. The spacing $2200-70v$ stays positive up to $v=31$, so the last level is $v=32$, at 35680 cm$^{-1}$. Such a mode is added by the convolution $g^{\rm new}_m=\sum_vg^{\rm old}_{m-e_v}$, where $e_v$ is the level in bins. The fraction $f$ rises by 5.7%.

An estimate gives the same order. A harmonic mode has $\langle v(v-1)\rangle=2N^2$, and a stretch at $T^*$ has $N=0.88$. The four stretches are then lowered by about $4\times35\times2N^2\approx215$ cm$^{-1}$ in total. With $\rho\propto e^{E/kT^*}$ this raises the density by about $215/2892=7\%$. The density averaged over neighbouring bins in fact rises by 8 to 9%, depending on the window. Between 19000 and 21000 cm$^{-1}$ the rise of $f$ averages 8.8% over arbitrary thresholds and 6.1% over thresholds on the 50 cm$^{-1}$ grid. The smaller rise of $f$ is consistent with the harmonic states being bunched on the 50 cm$^{-1}$ grid with the whole bin at $E_0$ counted, an advantage largely lost when the levels spread over a 10 cm$^{-1}$ grid.

**Rotation.** Suppose all rotational energy could help to cross the threshold. A classical spherical top has three quadratic energy terms and the energy distribution $P(E_r)\propto E_r^{1/2}e^{-E_r/kT}$. A molecule with rotational energy $E_r$ needs that much less vibrational energy, which raises its activated share by $e^{aE_r}$ with $a=1/kT-1/kT^*$. Averaging, and neglecting the rare cases $E_r>E_0$,

$$\frac{f_{\rm rot}}f\approx\frac{\int_0^\infty E_r^{1/2}e^{-E_r/kT^*}dE_r}{\int_0^\infty E_r^{1/2}e^{-E_r/kT}dE_r}=\Bigl(\frac{T^*}T\Bigr)^{3/2}=9.9 .$$

The sum over the actual counts gives 9.64. The agreement is helped by cancellation: the true gain exceeds $e^{aE_r}$ by 10% at $E_r=4000$ cm$^{-1}$ and falls to 0.57 of it at 12000 cm$^{-1}$. With quantum levels $BJ(J+1)$, weights $(2J+1)^2$ and $B=3$ cm$^{-1}$ it gives 9.66, so the classical treatment of the rotor is adequate here. The factor is a limiting case, because conservation of angular momentum restricts how much rotational energy can reach the breaking bonds.

**Beside the real case.** Silane, used to deposit silicon at roughly 900 K, has stretches near 2200 cm$^{-1}$, bends between about 900 and 1000 cm$^{-1}$, and a threshold for loss of H$_2$ of roughly 2.5 eV; none of the model's parameters is far from these. Of the two neglected effects sized here, rotation is the larger, and it could raise $f$ by up to the factor 9.6 found above. The threshold matters too: an error of 0.1 eV (807 cm$^{-1}$) changes $f$ by a factor estimated as $e^{807a}=2.7$; the counts give 2.8 for a lower and 3.1 for a higher threshold, the difference being partly due to the grid, on which the two thresholds first meet bins 800 cm$^{-1}$ below and 850 cm$^{-1}$ above $E_0$. Real collisions transfer limited energy, which lowers the rate below the strong-collision value, and in a reactor silane also decomposes on the growing surface, which $f$ does not describe. As a value for silane, $f\approx10^{-9}$ is thus a rough guide that may be wrong by a factor of ten or more, although for the model itself the counting on the 50 cm$^{-1}$ grid is exact. The numerical output below lists the values at higher precision.

## Table of computed values

```
stretches: 4 modes at 2200 cm^-1
bends: 3 modes at 900 cm^-1
bends: 2 modes at 950 cm^-1
bin width: 50 cm^-1; top of grid: 200000 cm^-1
threshold E0: 20000 cm^-1 = 2.480 eV
kT at 900 K: 625.53 cm^-1; E0/kT: 31.97
mean vibrational energy there: 1641.7 cm^-1
first occupied bins (energy in cm^-1: count):
  0: 1, 900: 3, 950: 2, 1800: 6, 1850: 6, 1900: 3, 2200: 4, 2700: 10
states listed up to E0: 1122467
additions needed up to E0: 3341
count in the bin at E0: 19691
density at E0, counted: 393.82 states per cm^-1
density at E0, steepest descent: 388.94 per cm^-1
T* with mean energy E0: 4160.6 K; kT*: 2891.7 cm^-1
T = 300.0 K: Boltzmann sum 1.063469933
  analytic q 1.063469933; share above E0 2.014e-37
T = 900.0 K: Boltzmann sum 4.167201357
  analytic q 4.167201357; share above E0 9.582e-10
T = 4160.6 K: Boltzmann sum 8278.292366573
  analytic q 8278.292366573; share above E0 4.553e-01
counts recovered by Fourier sum up to 40000 cm^-1
activated fraction f at 900 K: 9.5821e-10
f from the complement: 9.5821e-10
cut at 60000 cm^-1, T*: missing share 3.137e-04
  bound on missing share 4.058e-03
grid of 70 cm^-1, 900 K, modes become:
  900 -> 910, 950 -> 980, 2200 -> 2170 cm^-1
  change of ln q: -0.03483; first order -0.03594
  bound on the remainder: 0.00113
  f on this grid / exact f: 0.9713
downward loop, 300 K: sum too low by 0.0755 %
downward loop, 900 K: sum too low by 24.0863 %
downward loop: highest state at 13400 cm^-1
anharmonic constant: 35 cm^-1
top stretch level: v = 32 at 35680 cm^-1
f anharmonic / f harmonic: 1.057
f with all rotation / f: 9.64 (classical rotor)
  same with quantum levels, B = 3.0 cm^-1: 9.66
```
